\section*{Why a longer field plate stops raising the breakdown voltage}

\section{Where the voltage is dropped}

\textbf{Q.} My lateral transistor breaks down at the drain side of the gate. A field plate connected to the gate raised the breakdown voltage, and a longer plate raised it further. The plate spreads the drain voltage over its own length, so I intend to keep extending it. As long as there is room before the drain, each added micrometre should hold more voltage.

\textbf{A.} Your observation can be right and the extrapolation still wrong. An added piece of plate holds voltage if there is a lateral field beneath it. Let us find that field.

Take a channel layer of thickness $h$, uniform donor density $N$ and permittivity $\varepsilon_s$, on a substrate that accepts no electric flux. An insulator of permittivity $\varepsilon_d$ separates it from the metal, with thickness $t_g$ under the gate and a larger $t_f$ under the plate. The gate edge is at $x=0$, the plate edge at $x=L$, and the drain lies to the right. Let $\psi(x)$ be the depth-averaged channel potential measured from the gate and plate, and let $E=d\psi/dx$. This $E$ is positive towards the drain; the physical field component is $-E$.

Where the layer is depleted, its charge per area is $qNh$. Let $D$ be the flux per area leaving through the top. Gauss's law for a slice of the layer gives
\begin{equation}
-\varepsilon_s h\,\psi''+D=qNh .
\end{equation}
To relate $D$ to $\psi$, assume that the vertical flux grows linearly from zero at the bottom, $y=0$, to $D$ at the top, $y=h$. The potential at height $y$ then exceeds that at the top by $D(h^2-y^2)/(2\varepsilon_s h)$. The average of $h^2-y^2$ over the layer is $2h^2/3$, so the mean excess is $Dh/(3\varepsilon_s)$. Adding the insulator drop $Dt/\varepsilon_d$,
\begin{equation}
\psi=\frac{D}{C},\qquad \frac1C=\frac{t}{\varepsilon_d}+\frac{h}{3\varepsilon_s}.
\end{equation}
Substituting $D=C\psi$ and dividing by $\varepsilon_s h$,
\begin{equation}
\psi''=\frac{\psi}{\lambda^2}-k,\qquad
\lambda^2=\frac{\varepsilon_s h}{C}=\frac{\varepsilon_s}{\varepsilon_d}ht+\frac{h^2}{3},\qquad
k=\frac{qN}{\varepsilon_s}.
\label{eq:metal}
\end{equation}
Where there is no metal above, this reduced model sets $D=0$, so $\psi''=-k$.

Under metal there is a constant solution, $u=k\lambda^2$. There all the donor flux goes straight up and the lateral field is zero. Departures from $u$ vary as $e^{\pm x/\lambda}$. The middle of a plate much longer than $\lambda_f$ therefore sits close to $u_f$ and has almost no lateral field. Extra length inserted there holds almost no extra voltage.

\textbf{Q.} Then the voltage is dropped near the two edges. Which edge decides breakdown?

\section{The two edge fields}

\textbf{A.} We need both fields. I use subscripts $g$ for the gate region and $f$ for the plate region, and write
\begin{equation}
\Delta=u_f-u_g,\quad r=\frac{\lambda_g}{\lambda_f}<1,\quad
c=\cosh\frac{L}{\lambda_f},\quad s=\sinh\frac{L}{\lambda_f}.
\end{equation}
The gate is long compared with $\lambda_g$ and biased beyond pinch-off, which requires the source to lie above the gate by more than the highest potential in the depleted layer. That is $u_g+kh^2/6$, reached at the bottom, where the potential exceeds its mean by $Dh/(2\varepsilon_s)-Dh/(3\varepsilon_s)$ with $D=qNh$. Far under the gate $\psi\to u_g$, so the acceptable solution is $\psi=u_g+Ae^{x/\lambda_g}$. Its slope at $x=0$ is $E_0=A/\lambda_g$, hence
\begin{equation}
\psi(0)=u_g+\lambda_gE_0 .
\end{equation}

Under the plate let $p=\psi-u_f$. Then $p''=p/\lambda_f^2$. Potential and lateral flux are continuous at the gate edge, so $p(0)=p_0=\lambda_gE_0-\Delta$ and $p'(0)=E_0$. At the plate edge
\begin{align}
p_L&=p_0c+\lambda_fE_0s,\label{eq:pL}\\
E_L&=E_0c+\frac{p_0}{\lambda_f}s
=E_0(c+rs)-\frac{\Delta}{\lambda_f}s .\label{eq:EL}
\end{align}

Beyond the plate $E=E_L-k(x-L)$. It reaches zero after a distance $w=E_L/k$, where the undepleted channel begins at the drain potential. If the drain is farther away than that, the triangle of field contributes $E_Lw/2$, and
\begin{equation}
V=u_f+p_L+\frac{E_L^2}{2k}.
\label{eq:V}
\end{equation}
This is a drain-to-gate voltage. The drain-to-source voltage is smaller by the magnitude of the negative gate bias.

The field rises under the gate and falls beyond the plate. Between them, differentiating $p''=p/\lambda_f^2$ gives $E''=E/\lambda_f^2>0$, so $E$ is convex and its maximum is at an end. The peak is therefore at the gate edge or the plate edge. I declare breakdown when this peak reaches a limit $E_c$. This limits only the depth-averaged lateral field. It replaces an ionization integral and leaves out both the vertical field in the channel and the local field at metal corners.

\textbf{Q.} With a short plate I would expect the gate edge to reach $E_c$ first. When does that change?

\textbf{A.} Put $E_0=E_c$ in \eqref{eq:EL} and compare $E_L$ with it. Since $(c-1)/s=\tanh(L/2\lambda_f)$,
\begin{equation}
\frac{E_L}{E_c}-1=s\left[\tanh\frac{L}{2\lambda_f}-a\right],\qquad
a=\frac{\Delta-\lambda_gE_c}{\lambda_fE_c}.
\label{eq:compare}
\end{equation}
For $0<a<1$ the bracket changes sign at
\begin{equation}
L^*=2\lambda_f\,\mathrm{artanh}\,a .
\label{eq:Lstar}
\end{equation}
Below $L^*$ the plate edge is still under the limit when the gate edge reaches it. Above $L^*$ the plate edge would already be over the limit. Because $E_L$ increases with $E_0$ at fixed $L$, the plate edge then got there first as the drain voltage was raised.

The condition $0<a<1$ is
\begin{equation}
\lambda_gE_c<\Delta<(\lambda_f+\lambda_g)E_c .
\label{eq:window}
\end{equation}
It also keeps the mean lateral field under the plate positive at breakdown, which the reduced model takes as the sign of full depletion. With $E_0=E_c$, \eqref{eq:EL} reads $E_L/E_c=c-as$, which is positive because $c>s$ and $a<1$. When the plate edge limits instead, $E$ is positive at both ends of the plate. It cannot vanish between them, because $E''=E/\lambda_f^2$ forbids a negative minimum, and a minimum at zero would make $E$ vanish everywhere. The sign is only approximate. In the example below, for $L$ between $0.4$ and $0.6\,\mu$m, the potential at the bottom of the layer at the plate edge comes out 1 to 1.5 V above the drain potential, so full depletion is marginal there.

\section{Before and after the peak moves}

\textbf{Q.} So my measurements could belong to the range $L<L^*$. Does the model give a rising voltage there?

\textbf{A.} Yes. With $E_0$ fixed at $E_c$, lengthening the plate continues the same solution a little farther. Thus $d\psi_L/dL=E_L$ and $dE_L/dL=\psi_L/\lambda_f^2-k$, where $\psi_L=u_f+p_L$. Differentiating \eqref{eq:V},
\begin{equation}
\frac{dV}{dL}=E_L+\frac{E_L}{k}\left(\frac{\psi_L}{\lambda_f^2}-k\right)
=\frac{E_L\psi_L}{u_f}>0 .
\label{eq:slope}
\end{equation}
Both $E_L$ and $\psi_L$ are positive, so each extension helps.

The total gain up to $L^*$ is finite. At $L^*$ both edge fields equal $E_c$. Equation \eqref{eq:EL} then gives $p_0=-\lambda_fE_c(c-1)/s$, and \eqref{eq:pL} becomes
\begin{equation}
p_L=\lambda_fE_c\,\frac{s^2-c^2+c}{s}
=\lambda_fE_c\,\frac{c-1}{s}=-p_0=\Delta-\lambda_gE_c .
\end{equation}
Without a plate $V(0)=u_g+\lambda_gE_c+E_c^2/(2k)$. Subtracting this from $V(L^*)=u_f+\Delta-\lambda_gE_c+E_c^2/(2k)$ leaves
\begin{equation}
V(L^*)-V(0)=2(\Delta-\lambda_gE_c).
\label{eq:gain}
\end{equation}

\textbf{Q.} And after $L^*$ the voltage is constant?

\textbf{A.} Not at once. Now $E_L=E_c$ is fixed and $E_0$ adjusts. From \eqref{eq:EL},
\begin{equation}
E_0=\frac{E_c+(\Delta/\lambda_f)s}{c+rs}.
\label{eq:E0}
\end{equation}
Using $p_0=\lambda_gE_0-\Delta$ in \eqref{eq:pL} gives $p_L=\lambda_fE_0(s+rc)-\Delta c$. Insert \eqref{eq:E0}:
\begin{align}
p_L&=\frac{(\lambda_fE_c+\Delta s)(s+rc)-\Delta c(c+rs)}{c+rs}\notag\\
&=\frac{\lambda_fE_c(s+rc)-\Delta}{c+rs}.
\end{align}
The terms in $\Delta rsc$ cancelled, and $s^2-c^2=-1$. For large $L$, $c$ and $s$ become equal and much larger than one, so $p_L\to\lambda_fE_c$. The ceiling is
\begin{equation}
V_{\max}=u_f+\lambda_fE_c+\frac{E_c^2}{2k},
\label{eq:max}
\end{equation}
and, with $c-s=e^{-L/\lambda_f}$, the shortfall is
\begin{equation}
V_{\max}-V(L)=\frac{\lambda_fE_c(1-r)e^{-L/\lambda_f}+\Delta}{c+rs}
\simeq\frac{2\Delta}{1+r}\,e^{-L/\lambda_f}.
\label{eq:short}
\end{equation}
The last form holds for $L\gg\lambda_f$. The numerator falls and the denominator grows with $L$, so the voltage still rises, but by a bounded amount. At the crossover $p_L=\Delta-\lambda_gE_c$, so the gain still available is
\begin{equation}
V_{\max}-V(L^*)=(\lambda_f+\lambda_g)E_c-\Delta .
\label{eq:left}
\end{equation}

Meanwhile \eqref{eq:E0} tends to $E_0=\Delta/(\lambda_f+\lambda_g)$, which is below $E_c$ by \eqref{eq:window}. The long plate does protect the gate edge. It cannot protect its own edge, where the field needed to support a given drain voltage no longer depends on $L$.

\section{A device with numbers}

\textbf{Q.} How long is a plate at the crossover in practice?

\textbf{A.} Take round model parameters: $h=0.3\,\mu$m, $N=4\times10^{17}\,\mathrm{cm^{-3}}$, relative permittivities 9 for the channel and 7 for the insulator, $t_g=0.05\,\mu$m, $t_f=0.4\,\mu$m and $E_c=200\,\mathrm{V}/\mu$m, which is $2\,\mathrm{MV/cm}$. The drain is $3\,\mu$m from the gate. Then $k=804.2\,\mathrm{V}/\mu\mathrm{m}^2$, and \eqref{eq:metal} gives
\begin{align}
\lambda_g&=\sqrt{\tfrac97(0.3)(0.05)+\tfrac{0.3^2}{3}}=0.222\,\mu\mathrm{m},\\
\lambda_f&=\sqrt{\tfrac97(0.3)(0.4)+\tfrac{0.3^2}{3}}=0.429\,\mu\mathrm{m}.
\end{align}
The flat potentials are $u_g=39.6$ V and $u_f=148.2$ V, so $\Delta=108.6$ V. This lies between the bounds of \eqref{eq:window}, 44.4 V and 130.3 V. With $\lambda_fE_c=85.9$ V,
\begin{equation}
a=\frac{108.6-44.4}{85.9}=0.747,\qquad
L^*=2(0.429)\,\mathrm{artanh}(0.747)=0.83\,\mu\mathrm{m}.
\end{equation}
The gain up to this length is $2(108.6-44.4)=128$ V, from 109 V without a plate to 237 V. What remains is $130.3-108.6=21.7$ V, and the ceiling is
\begin{equation}
V_{\max}=148.2+85.9+\frac{200^2}{2(804.2)}=259\ \mathrm{V}.
\end{equation}
At $L=1.6\,\mu$m the voltage is 255.5 V; at $2.0\,\mu$m it is 257.6 V. That extra $0.4\,\mu$m buys about 2 V. Between $0.2$ and $0.6\,\mu$m the same extension buys 54 V.

The numerical output lists both edge fields. Up to $L^*$ the gate edge is at 200 V/$\mu$m. Beyond it the plate edge is, and the gate-edge field relaxes towards 167 V/$\mu$m. Below $L^*$ the plate-edge field first falls, to 133 V/$\mu$m at $L=0.4\,\mu$m, and then rises. The reason is $dE_L/dL=p_L/\lambda_f^2$: the field falls while the potential at the plate edge is below $u_f$, and rises once it is above. These values come from direct integration of the differential equation and were tested against the closed formulas.

\textbf{Q.} I have $3\,\mu$m available. Even if the gain is small, why not take the plate almost to the drain?

\textbf{A.} Because the field beyond the plate needs room to fall. In the reduced model it needs $w_c=E_c/k=0.249\,\mu$m at the limit. If the remaining gap $g$ is shorter, the last part of the triangle is cut off and the loss is
\begin{equation}
\frac{E_c^2}{2k}-\left(E_cg-\frac{kg^2}{2}\right)=\frac{k}{2}(w_c-g)^2,
\end{equation}
where $E_c=kw_c$ was used. For $L=2.9\,\mu$m, $g=0.1\,\mu$m and the loss is 8.9 V. The voltage is 249.9 V, compared with 258.5 V at $L=2.5\,\mu$m. The longer plate is now worse. Do not take $w_c$ as a design gap, because the reduced model underestimates the room needed. In the two-dimensional calculation described in the last section, the depleted region extends about $0.8\,\mu$m, roughly three times $w_c$, beyond a $1.6\,\mu$m plate.

\section{When the peak does not move}

\textbf{Q.} The ceiling \eqref{eq:max} contains $u_f$ and $\lambda_f$, and both grow with the plate insulator thickness. Could I thicken the insulator and recover an ever-rising voltage?

\textbf{A.} Up to a point the ceiling rises. But a thicker insulator also raises $\Delta$, and once $\Delta>(\lambda_f+\lambda_g)E_c$ the plate no longer protects the gate edge enough. Then $a>1$. With $E_0=E_c$, the field under the plate is $E_c[\cosh(x/\lambda_f)-a\sinh(x/\lambda_f)]$, which vanishes at $\tanh(x/\lambda_f)=1/a$. If the plate extends past that point, full depletion ends beneath it. Under the rest of the plate only the upper part of the channel is depleted, and mobile electrons below keep the lateral field at zero. The reduced model takes $\psi$ there as the drain potential.

The drain potential follows from a conserved quantity:
\begin{equation}
\frac{d}{dx}\left(p^2-\lambda_f^2E^2\right)=2pE-2\lambda_f^2E\,\frac{p}{\lambda_f^2}=0 .
\end{equation}
At the gate edge $p_0=-(\Delta-\lambda_gE_c)$. At the end of full depletion $E=0$ and $p$ is still negative, so
\begin{equation}
V=u_f-\sqrt{(\Delta-\lambda_gE_c)^2-\lambda_f^2E_c^2}.
\end{equation}
This does not contain $L$. With $t_f=0.8\,\mu$m the reduced model gives 124.3 V for plates of both $1$ and $2\,\mu$m, with the peak at the gate edge. That is less than half its ceiling for $t_f=0.4\,\mu$m. In this model saturation remains, but its cause is different: the peak never moves.

Do not carry these figures over to a device. The reduced model overestimates the gate-edge field under a long plate: for $t_f=0.4\,\mu$m it gives 167 V/$\mu$m, while the two-dimensional calculation of the last section gives 126 V/$\mu$m. With flux in the insulator, the voltage of a gate-limited device can be much higher and can go on rising to a much longer plate.

At the other extreme, $\Delta<\lambda_gE_c$ makes $a$ negative. By \eqref{eq:compare} the plate edge then limits for any $L>0$. In the reduced model with $t_f=0.1\,\mu$m, a plate of $0.1\,\mu$m already has its peak at the plate edge, at 117.5 V. Equation \eqref{eq:short} applies from the start, so this voltage also saturates.

\section{How far to trust the model}

\textbf{Q.} You let no flux leave the channel beyond the plate, and you ignored lateral flux in the insulator. Could the saturation be a product of those simplifications?

\textbf{A.} That was checked with a two-dimensional Poisson calculation in which the $0.4\,\mu$m insulator continues past the plate and carries flux in both directions. It has its own simplifications: no flux enters the substrate or the air above the insulator, and the depletion front is vertical, placed where the mean lateral field vanishes. Breakdown is declared when the depth-averaged lateral field in the channel reaches $E_c$. The drain is kept well beyond the front, so its proximity plays no part. The gate metal fills the height up to the plate, so even at $L=0$ its $0.35\,\mu$m sidewall collects flux; a thin gate without that sidewall gives about 149 V instead of the 166 V listed below.

Under a long plate the two-dimensional potential is 148.0 V, close to $u_f=148.2$ V. The decay length is $0.48\,\mu$m, about 13\% longer than the reduced value. The breakdown voltages differ much more:
\begin{center}
\begin{tabular}{ccc}
$L$ ($\mu$m) & $V$ (V) & peak at $x$ ($\mu$m)\\
0.0 & 166 & 0.10\\
0.4 & 204 & 0.13\\
0.8 & 319 & 0.80\\
1.6 & 365 & 1.68\\
2.4 & 372 & 2.50\\
3.2 & 374 & 3.30
\end{tabular}
\end{center}
The last digit is not firm: a change of discretization moves an entry by up to about 1 V, and letting the depletion front curve raises the entries with a plate by 2 to 4 V. The peak moves from near the gate edge to near the plate edge between $L=0.4$ and $0.8\,\mu$m. The last $0.8\,\mu$m of plate adds a little over 1 V. The saturation and the move of the peak therefore survive lateral flux in the insulator. A substrate that carries flux changes the voltages and can slow the saturation.

The reduced ceiling of 259 V does not survive flux in the insulator: the two-dimensional voltage at $L=3.2\,\mu$m is 44\% higher. A likely reason is that channel flux just beyond the plate can still reach the plate edge through the insulator, which slows the growth of the lateral field. I have not separated that effect from the others, so this is a conjecture. Use the reduced formulas for the mechanism and, inside the window \eqref{eq:window}, for the trend with plate length, not for a voltage rating.

\textbf{Q.} Is the channel field the one limit I should watch?

\textbf{A.} No, and even the channel field has been only partly examined. The criterion covers its lateral part. Far under the gate, the vertical part at the top of the channel is $qNh/\varepsilon_s=kh=241\ \mathrm{V}/\mu\mathrm{m}$ in the example. That is already above the $200\ \mathrm{V}/\mu\mathrm{m}$ allowed for the lateral part, and the vertical field is higher near the edges. A real device needs an ionization calculation with the full field, which may give a lower breakdown voltage.

The insulator must survive too. In the reduced model the vertical flux at the edge of a long plate is $D=C\psi_L$, with $\psi_L=u_f+\lambda_fE_c=234$ V. The insulator field is
\begin{equation}
\frac{D}{\varepsilon_d}=\frac{\psi_L}{t_f+h\varepsilon_d/(3\varepsilon_s)}
=\frac{234\ \mathrm{V}}{0.478\,\mu\mathrm{m}}=490\ \mathrm{V}/\mu\mathrm{m},
\end{equation}
or $4.9\,\mathrm{MV/cm}$, before any enhancement at the metal corner. The thinner insulator at the gate edge is stressed harder still. There $\psi(0)=u_g+\lambda_gE_0=77$ V for a long plate, and dividing by $t_g+h\varepsilon_d/(3\varepsilon_s)=0.128\,\mu$m gives about $600\ \mathrm{V}/\mu$m. The breakdown criterion used here examines neither place. If the insulator fails first, the usable voltage is lower than the values above.

\textbf{Q.} Then my first measurements showed a gate-limited device, and I should look for the length at which the plate edge takes over.

\textbf{A.} The rise alone does not show that, because the voltage also rises for a while after the plate edge has taken over. Measure several lengths and look for a sharp drop in slope. In the example the average gain is about 220 V per micrometre between $0.6\,\mu$m and $L^*=0.83\,\mu$m, but only 43 V per micrometre between $L^*$ and $1.0\,\mu$m. A drop alone is not proof, because insulator failure or depletion reaching the drain can also stop the rise. In the reduced model the crossover exists if the insulator thickness puts the device inside the window \eqref{eq:window}. In both calculations for the $0.4\,\mu$m insulator, more plate gains very little once it extends a few decay lengths beyond the crossover. To go higher you must change what happens at the plate edge, for instance through the insulator thickness or the channel doping, and then check the gate edge again.

\section*{Computed results}
\begin{verbatim}
Channel thickness 0.3 um, doping 4.0e+17 cm^-3
Relative permittivity: channel 9.0, insulator 7.0
Insulator under gate 0.05 um, under plate 0.4 um
Gate-to-drain distance 3.0 um
Field limit 200 V/um = 2.0 MV/cm
Field slope k 804.2 V/um^2
Decay length: gate 0.2220 um, plate 0.4293 um
Flat potential: gate 39.64 V, plate 148.21 V
Difference of flat potentials 108.57 V
Lower bound for crossover 44.40 V
Upper bound for crossover 130.26 V
Crossover plate length 0.8303 um
Depletion beyond plate at limit 0.2487 um
Ceiling of breakdown voltage 258.93 V
Gain from no plate to crossover 128.34 V
Gain left after crossover 21.69 V
Long-plate gate-edge field 166.70 V/um
Decay length from integrated voltages 0.4268 um
Slope at L=0.4 um: integrated 131.16, formula 131.15 V/um
Vertical insulator field at plate edge, long plate 490 V/um
1D: L (um), breakdown (V), gate-edge E, plate-edge E (V/um)
  0.000  108.91  200.00  200.00
  0.200  132.38  200.00  149.91
  0.400  157.19  200.00  132.96
  0.600  186.68  200.00  145.38
  0.830  237.25  200.00  200.00
  1.000  244.53  190.21  200.00
  1.200  250.00  181.97  200.00
  1.600  255.46  172.92  200.00
  2.000  257.57  169.18  200.00
  2.500  258.51  167.48  200.00
  2.900  249.88  167.01  200.00
Drain-proximity loss at L=2.9 um 8.89 V
Plate insulator 0.8 um: L=1 um 124.32 V, L=2 um 124.32 V, peak at gate
Plate insulator 0.1 um, L=0.1 um: 117.48 V, peak at x=0.100 um
2D flat potential under plate 147.95 V
2D decay length under plate 0.4835 um
2D: L (um), breakdown (V), peak x (um), gate-side max E (V/um)
  0.0  165.9  0.100  188.3
  0.4  203.8  0.125  200.0
  0.8  318.8  0.800  190.5
  1.6  365.1  1.675  139.4
  2.4  372.2  2.500  128.1
  3.2  373.5  3.300  125.8
\end{verbatim}
